\section*{Extrinsic Dopant Diffusivity from Mobile Pairs in Several Charge States, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: adding the fluxes of the charge states}

\subsection{The form required by symmetry and charge counting}

Consider a dilute dopant diffusing in a cubic crystal at uniform temperature. Let its concentration be $C$, and describe the local electronic state by the dimensionless number
\begin{equation}
\nu=\exp\!\left(\frac{E_F-E_i}{kT}\right),
\label{eq:nu}
\end{equation}
where $E_F$ is the Fermi level and $E_i$ is its position in intrinsic material. Suppose that $C$ and $\nu$ are the quantities that vary in space. A flux $\mathbf J$ is a vector, and in a cubic crystal the vectors available to first order in gradients are $\nabla C$ and $\nabla\ln\nu$, each multiplied by a scalar. Dilute dopant atoms move independently when $\nu$ is given, so the flux is also linear in $C$. It must have the form
\begin{equation}
\mathbf J=-a(\nu)\,\nabla C-b(\nu)\,C\,\nabla\ln\nu .
\label{eq:form}
\end{equation}
Both $a$ and $b$ have the dimensions of a diffusivity, cm$^2$/s. Dimensions alone say nothing about their dependence on the pure number $\nu$, but charge counting does. If a mobile configuration of the dopant contains $m$ more electrons than the immobile one, raising $E_F-E_i$ by $kT\ln\nu$ multiplies its relative abundance by $\nu^m$. Electrons come in integers. As long as mobile configurations are rare, their contributions add, and
\begin{equation}
a(\nu)=\sum_m D_m\,\nu^m ,\qquad m\ \text{an integer}.
\label{eq:aform}
\end{equation}
This argument leaves three things open: which powers occur, what the coefficients $D_m$ mean, and how $b$ is related to $a$. The pair mechanism settles them.

\subsection{Pairs, charges and the electrostatic potential}

A substitutional dopant ion $A^{z}$ has charge $ze$, with $e>0$, $z=+1$ for a donor and $z=-1$ for an acceptor. Full ionization is assumed. The ion does not move by itself. It moves while paired with a point defect $X$, which may be a vacancy or a self-interstitial. A pair $(AX)^q$ has charge $qe$, concentration $C_q$ and diffusivity $d_q$. From here on $C$ denotes the concentration of unpaired substitutional dopants; where pairs are few it is also the total dopant concentration.

Electrons and holes redistribute much faster than atoms, so $E_F$ is taken as uniform during diffusion. The intrinsic level follows the electrostatic potential $\phi$ as $E_i=-e\phi+\text{constant}$, provided that the band gap does not vary with position. Choosing $\phi=0$ where $\nu=1$ gives
\begin{equation}
\ln\nu=\frac{e\phi}{kT},\qquad \nabla\ln\nu=\frac{e}{kT}\nabla\phi .
\label{eq:phi}
\end{equation}
For non-degenerate carriers, the electron and hole densities are
\begin{equation}
n=n_i\nu,\qquad p=\frac{n_i}{\nu},
\label{eq:np}
\end{equation}
where $n_i$ is the intrinsic density. In this regime $\nu=n/n_i=n_i/p$. Equations~\eqref{eq:nu} and \eqref{eq:phi} do not need this last approximation.

\subsection{Abundance of each kind of pair}

A pair of charge $q$ can be formed from a neutral defect by the reaction
\begin{equation}
A^{z}+X^0+m\,e^-\rightleftharpoons (AX)^q,\qquad m=z-q .
\label{eq:reaction}
\end{equation}
The value of $m$ follows from charge conservation, $z-m=q$. A negative $m$ means that electrons are released. In local equilibrium the electrochemical potentials on the two sides are equal. For dilute species this reads
\begin{equation}
g_q+kT\ln C_q+qe\phi
=g_A+kT\ln C+ze\phi+g_X+kT\ln S+mE_F .
\label{eq:equilibrium}
\end{equation}
The quantities $g$ contain the formation energies, vibrational terms and site densities, and do not depend on position. The number $S$ is the concentration of neutral defects divided by its equilibrium value. That equilibrium value is independent of $E_F$, because forming $X^0$ requires no net exchange of electrons with the bands.

Move the potential terms to the right-hand side. Their difference is $(z-q)e\phi=me\phi$, so that
\begin{align}
kT\ln\frac{C_q}{C}
&=(g_A+g_X-g_q)+kT\ln S+m(E_F+e\phi)\nonumber\\
&=\text{constant}+kT\ln S+m(E_F-E_i).
\end{align}
The second line uses $e\phi=-E_i+\text{constant}$. Exponentiation, with the constant written as $kT\ln k_q$, gives
\begin{equation}
C_q=k_q\,S\,C\,\nu^m .
\label{eq:massaction}
\end{equation}
The dimensionless number $k_q$ is therefore the pair-to-dopant ratio in intrinsic material with equilibrium defects.

Starting from a charged defect $X^j$ leads to the same law. In electronic equilibrium its concentration is proportional to $S\nu^{-j}$, since it contains $-j$ more electrons than $X^0$. Forming the pair from it takes $z+j-q=m+j$ electrons and contributes a factor $\nu^{m+j}$. The product is $S\nu^m$, as before. The charge of the pair fixes the power, whatever the route of formation.

The powers can be tested without using mass action. Let $N$ electrons be shared between $10^6$ band states and the pairs formed by $N$ donors, let each donor be unpaired or belong to a pair of charge $+1$, $0$ or $-1$, and weight every arrangement by its number of realizations and fixed pair weights. When $N$ is raised from 400 to 800, the ratio of neutral to positive pairs grows as the power 0.9999 of $N$, and the ratio of negative to positive pairs as the power 2.0016. The expected powers are 1 and 2. The small deviations come from the finite number of electrons, the filling of the band states and the electrons held in pairs.

\subsection{The flux of each kind of pair and the sum}

A charged pair diffuses and drifts. Its mobility is related to $d_q$ by the Einstein relation, so a field $-\nabla\phi$ gives it the drift velocity $-(qe\,d_q/kT)\nabla\phi$. With Eq.~\eqref{eq:phi},
\begin{align}
\mathbf J_q&=-d_q\nabla C_q-\frac{qe\,d_q}{kT}C_q\nabla\phi
=-d_q\left(\nabla C_q+qC_q\nabla\ln\nu\right)\nonumber\\
&=-d_q\,\nu^{-q}\,\nabla\!\left(C_q\nu^q\right).
\label{eq:pairflux}
\end{align}
The last form follows from the product rule, $\nabla(C_q\nu^q)=\nu^q(\nabla C_q+qC_q\nabla\ln\nu)$.

Now insert Eq.~\eqref{eq:massaction}. Because $m+q=z$,
\begin{equation}
C_q\nu^q=k_q\,S\,C\,\nu^{m+q}=k_q\,S\,C\,\nu^z .
\label{eq:common}
\end{equation}
Apart from the constant $k_q$, the quantity under the gradient is the same for every charge state. Using $-q=m-z$ in the prefactor gives
\begin{equation}
\mathbf J_q=-d_qk_q\,\nu^{m}\,\nu^{-z}\nabla(SC\nu^z).
\end{equation}
Define
\begin{equation}
D_m=d_qk_q\quad(q=z-m),\qquad
D_A(\nu)=\sum_mD_m\nu^m .
\label{eq:DA}
\end{equation}
Unpaired dopants carry no flux, so the total dopant flux is
\begin{equation}
\mathbf J=\sum_q\mathbf J_q=-D_A(\nu)\,\nu^{-z}\nabla(SC\nu^z).
\label{eq:fullflux}
\end{equation}
When the defects are at equilibrium, $S=1$, and the product rule gives
\begin{equation}
\boxed{\;\mathbf J=-D_A(\nu)\left(\nabla C+zC\nabla\ln\nu\right).\;}
\label{eq:flux}
\end{equation}
Comparison with Eq.~\eqref{eq:form} shows that $a=D_A$ and $b=zD_A$.

For a donor whose pairs have charges $+1$, $0$ and $-1$, the powers are $m=0,1,2$, and for non-degenerate carriers
\begin{equation}
D_A=D_0+D_1\frac{n}{n_i}+D_2\left(\frac{n}{n_i}\right)^2 .
\label{eq:donor}
\end{equation}
For an acceptor whose pairs have charges $-1$, $0$ and $+1$, the powers are $0,-1,-2$, and the result is a polynomial in $p/n_i$:
\begin{equation}
D_A=D_0+D_{-1}\frac{p}{n_i}+D_{-2}\left(\frac{p}{n_i}\right)^2 .
\end{equation}
A polynomial in $n/n_i$ thus requires that no mobile pair has $q>z$. A doubly positive donor pair, for example, would add a term in $p/n_i$.

In intrinsic material $D_A$ is the sum of the coefficients. If vacancies and interstitials both form pairs, each has its own set of products $d_qk_q$, and products with the same $m$ add. The power of $n/n_i$ reveals the charge of the pair but not which defect it contains.

The field term in Eq.~\eqref{eq:flux} contains the charge $z$ of the immobile ion, even for the contribution of neutral pairs. The donor case shows why. Neutral pairs do not drift, but their concentration is proportional to $C\nu$, so they diffuse down the gradient of $C\nu$ and not of $C$. This supplies the term $+C\nabla\ln\nu$. Negative pairs drift against the donor's field term and contribute $-C\nabla\ln\nu$, while their abundance, proportional to $C\nu^2$, contributes $+2C\nabla\ln\nu$. The sum is again $+C\nabla\ln\nu$. This is the content of $m+q=z$.

\subsection{Local neutrality and the coefficient in Fick's law}

In a doped layer $\nu$ is tied to $C$. Suppose that one dopant is present, that pairs are too few to affect the charge balance, and that the layer is locally neutral, $p-n+zC=0$. With Eq.~\eqref{eq:np},
\begin{equation}
n_i\left(\nu-\frac1\nu\right)=2n_i\sinh(\ln\nu)=zC .
\end{equation}
The inverse hyperbolic sine is odd and $z=\pm1$, so
\begin{equation}
\ln\nu=z\,\operatorname{arsinh}\frac{C}{2n_i}.
\label{eq:asinh}
\end{equation}
Its derivative is
\begin{equation}
\frac{d\ln\nu}{dC}
=\frac{z}{2n_i}\frac{1}{\sqrt{1+C^2/4n_i^2}}
=\frac{z}{\sqrt{C^2+4n_i^2}} .
\end{equation}
Substitution into Eq.~\eqref{eq:flux}, with $z^2=1$, gives
\begin{equation}
\mathbf J=-hD_A\nabla C,\qquad
h=1+\frac{C}{\sqrt{C^2+4n_i^2}} .
\label{eq:h}
\end{equation}
When pairs are few, nearly all dopants are unpaired, and continuity gives $\partial C/\partial t=\nabla\cdot(hD_A\nabla C)$. The polynomial is $D_A$; the coefficient that multiplies the concentration gradient is $hD_A$.

For $C\ll n_i$, $h$ tends to 1 and $D_A$ to the sum of the $D_m$. For a donor with $C\gg n_i$, and as long as the electrons remain non-degenerate, $\nu$ tends to $C/n_i$ and $h$ to 2. If $D_2>0$, the coefficient then approaches $2D_2(C/n_i)^2$. In this limit $\nabla\ln\nu=\nabla C/C$, so the two terms in Eq.~\eqref{eq:flux} are equal and together give the factor 2. For the negative pairs, which then carry most of the flux, the gradient of their abundance, proportional to $C\nu^2$, contributes $3$ and their drift in the field contributes $-1$.

\subsection{Phosphorus in silicon at 1000 \textdegree C}

Take the rough values $n_i=7\times10^{18}$ cm$^{-3}$, $D_0=1\times10^{-14}$, $D_1=6\times10^{-16}$ and $D_2=2\times10^{-16}$ cm$^2$/s. At a surface concentration $C=3\times10^{19}$ cm$^{-3}$, $C/n_i=4.286$, and Eq.~\eqref{eq:asinh} gives
\begin{equation}
\frac{n}{n_i}=\frac{4.286}{2}+\sqrt{1+\left(\frac{4.286}{2}\right)^2}=4.508 .
\end{equation}
The three contributions to the polynomial are
\begin{align}
D_A&=\left[1.000+0.06(4.508)+0.02(4.508)^2\right]10^{-14}\nonumber\\
&=(1.000+0.270+0.406)\,10^{-14}
=1.68\times10^{-14}\ \text{cm}^2/\text{s}.
\end{align}
The quadratic term already exceeds the linear one, although its coefficient is three times smaller. The field factor is
\begin{equation}
h=1+\frac{4.286}{\sqrt{4.286^2+4}}=1.906,
\end{equation}
so $hD_A=3.20\times10^{-14}$ cm$^2$/s. This is about three times the intrinsic value, $1.08\times10^{-14}$ cm$^2$/s, with a factor 1.55 from the polynomial and a factor 1.91 from $h$.

Now let initially undoped silicon be held at this surface concentration for 30 min. The depth at which $C$ falls to $10^{18}$ cm$^{-3}$ is 169 nm with $hD_A$, and 133 nm if the intrinsic diffusivity is used throughout, with the surface concentration and the time unchanged. The depth grows by 27\%, less than the factor $\sqrt3$ that a threefold diffusivity would give everywhere, because $hD_A$ falls along the profile. At $10^{18}$ cm$^{-3}$ it is $1.165\times10^{-14}$ cm$^2$/s, close to the intrinsic value.

\section{Second derivation: one wandering atom and the absence of flux in equilibrium}

\subsection{Symbols and results carried over}

The dopant ion has charge $ze$, and its mobile pairs have charge $qe$ and diffusivity $d_q$. A pair contains $m=z-q$ more electrons than the unpaired ion. The number $\nu=\exp[(E_F-E_i)/kT]$ satisfies $\ln\nu=e\phi/kT$ and equals $n/n_i$ for non-degenerate carriers. The unpaired dopant concentration is $C$, and $S$ is the neutral-defect concentration relative to equilibrium. The first derivation gave
\begin{equation}
\mathbf J=-D_A(\nabla C+zC\nabla\ln\nu),\qquad
D_A=\sum_mD_m\nu^m,\qquad D_m=d_qk_q,
\label{eq:recall}
\end{equation}
with $k_q$ the pair-to-dopant ratio at $\nu=S=1$. Under local neutrality, $\mathbf J=-hD_A\nabla C$ with $h=1+C/\sqrt{C^2+4n_i^2}$.

The second derivation obtains Eq.~\eqref{eq:recall} without writing a drift law for any pair. It uses the wandering of a single atom in uniform material to find the diffusion coefficient, and the absence of flux in equilibrium to find the field term.

\subsection{How a dopant atom divides its time}

Follow one dopant atom in a uniform crystal. It exchanges electrons with a reservoir at $E_F$ and defects with a reservoir at the equilibrium chemical potential $\mu_X$. Let $\Delta g_q$ be the free energy of the pair minus that of the unpaired ion. It includes the number of pair orientations and is measured before the exchanged particles are accounted for. The Gibbs weight of the pair relative to the unpaired state is
\begin{equation}
\exp\!\left(-\frac{\Delta g_q-mE_F-\mu_X}{kT}\right)=k_q\nu^m .
\end{equation}
The dependence on $E_F$ is $\exp(mE_F/kT)$, and the remaining constants are fixed by the value $k_q$ at $\nu=1$. Normalization gives the fractions of time spent unpaired and in each kind of pair:
\begin{equation}
P_s=\frac1Z,\qquad P_q=\frac{k_q\nu^m}{Z},\qquad
Z(\nu)=1+\sum_qk_q\nu^m .
\label{eq:fractions}
\end{equation}

Adding the fluxes of the charge states has given the dopant flux law, its field factor under local neutrality and a worked phosphorus example, and the second derivation has so far found the fractions of time an atom spends unpaired and in each kind of pair. It remains to obtain the diffusion coefficient from the atom's mean square displacement and the field term from the absence of flux in equilibrium, and then to examine the limits of the result.

All numerical values are calculated from the stated model.
